Quantized zero-energy Andreev reflection in one spin-resolved channel, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one zero mode to the general result

An electron at the Fermi level arrives through a single spin-resolved channel at a grounded, gapped superconductor. It returns either as an electron with certainty or as a hole with certainty:

R_he(0) = 0 or 1,

G = (2e²/h) R_he(0) = 0 or 2e²/h.

Here R_he(E) is the probability that an electron incident at energy E, measured from the Fermi level, is reflected as a hole. G is the linear conductance in the limit of zero temperature.

The statement belongs to mean-field theory, in which quasiparticles do not interact. It needs one open electron mode in the lead, and no way for a quasiparticle at E = 0 to leave except back into that lead. "Spin-resolved" means that the mode has no degenerate partner; its spin need not be conserved. The hole mode must be the particle-hole conjugate of this same electron mode.

### A channel coupled to one zero mode

The simplest case with a nontrivial answer is a lead coupled to one self-conjugate bound mode at zero energy, a Majorana mode. Unfold the half-infinite lead into a full line, so that particles arrive at x < 0 and leave at x > 0, all with velocity v. Let u(x) be the electron amplitude, w(x) the hole amplitude and b the amplitude of the bound mode. With a complex coupling κ at x = 0, the equations are

E u = −iħv u′ + κ δ(x) b,

E w = −iħv w′ − κ* δ(x) b,

E b = κ* u(0) − κ w(0).

The coefficients in the third line are the complex conjugates of those in the first two, because the Hamiltonian is Hermitian. The relative minus sign comes from particle-hole symmetry. To see this, conjugate the second equation and multiply it by −1:

−E w* = −iħv (w*)′ + κ δ(x) b*.

This is the first equation with E → −E, u → w* and b → b*. The third equation, treated in the same way, becomes −E b* = κ* w* − κ u*, which again has the original form. Thus (w*, u*, b*) is a solution at −E whenever (u, w, b) is a solution at E.

Integrating the first two equations across the contact gives the jumps

u_out = u_in − i(κ/ħv) b,

w_out = w_in + i(κ*/ħv) b.

The value u(0) needs care because u jumps there. Give the delta function a small width, over which the phase due to E is negligible. The jump then builds up in proportion to s(x), the integral of the smeared delta function, which rises from 0 to 1. Its average over the contact is ∫ s′ s dx = [s²/2] = 1/2. Hence u(0) = (u_in + u_out)/2, and likewise for w(0). Substitution in the third equation gives

E b = κ* u_in − κ w_in − (i/2)(|κ|²/ħv) b − (i/2)(|κ|²/ħv) b.

Define Γ = |κ|²/ħv and write κ = |κ|e^{iφ}. Then

(E + iΓ) b = κ* u_in − κ w_in.

For an incident electron, u_in = 1 and w_in = 0. Inserting b into the jumps gives

r_ee = 1 − iΓ/(E + iΓ) = E/(E + iΓ),

r_he = i(κ*)²/[ħv(E + iΓ)] = iΓ e^{−2iφ}/(E + iΓ).

The first index names the outgoing particle and the second the incoming one. The probabilities are

R_ee = E²/(E² + Γ²),

R_he = Γ²/(E² + Γ²).

They add to one, as they must when nothing is lost. At E = 0, reflection as a hole is certain, however weak the coupling. The coupling sets the width of the resonance and not its height.

One limit needs attention. If κ is set to zero first, the electron never meets the mode and R_he = 0 at every energy. If E goes to zero first, R_he = 1 for any nonzero κ. For a mode that is exactly decoupled, the reflection matrix at E = 0 is therefore defined here as the limit E → 0 at fixed coupling.

This model gives both permitted values, 1 with the mode and 0 without it. It does not yet show that a more complicated junction has no value in between.

### Particle-hole symmetry of a general junction

Let the indices i and j stand for position and spin together. A mean-field Hamiltonian has the form

H = Σ ψ_i† h_ij ψ_j + ½ Σ (ψ_i† D_ij ψ_j† + Hermitian conjugate),

with h Hermitian. Since ψ_i†ψ_j† = −ψ_j†ψ_i†, a symmetric part of D would cancel in the sum, so Dᵀ = −D.

Now write half of the first term in reversed order. Anticommutation gives ψ_i†ψ_j = δ_ij − ψ_jψ_i†, and therefore

Σ ψ_i† h_ij ψ_j = ½ Σ ψ_i† h_ij ψ_j − ½ Σ ψ_j h_ij ψ_i† + constant.

In the second term h appears transposed, and hᵀ = h* for a Hermitian matrix. With the column Ψ = (ψ, ψ†), the Hamiltonian is ½Ψ†𝓗Ψ plus a constant, where

𝓗 = [[h, D], [D†, −h*]].

Let τx exchange the electron and hole components. Conjugating 𝓗 and exchanging both its rows and its columns gives

τx 𝓗* τx = [[−h, Dᵀ], [D*, h*]].

Because Dᵀ = −D and D* = −D†, this equals −𝓗. If 𝓗Φ = EΦ, it follows that

𝓗 τxΦ* = −τx 𝓗*Φ* = −E τxΦ*.

Every solution at E thus has a partner at −E. This doubling is built into the description: it expresses the fact that adding a hole is the same act as removing an electron. Disorder, magnetic fields and spin-orbit coupling change h and D but leave the relation intact.

### What the symmetry does to reflection

In the lead, where D = 0, use modes that carry unit flux. Define the hole mode at E as the complex conjugate of the electron mode at −E. One must check that conjugation does not turn an incoming wave into an outgoing one. If the electron energy is ε(k), the conjugate wave has wave number q = −k and hole energy E_h(q) = −ε(−q). Its group velocity is

dE_h/dq = ε′(−q) = ε′(k).

The direction of motion is preserved. This distinguishes particle-hole conjugation from time reversal.

Collect the incoming amplitudes in a = (a_e, a_h) and the outgoing ones in c = (c_e, c_h), with c = r(E)a. The partner solution at −E has incoming amplitudes τx a* and outgoing amplitudes τx c*. Therefore

τx c* = r(−E) τx a*.

But c* = r*(E)a*, and a is arbitrary, so

r(−E) = τx r*(E) τx.

At E = 0 this relation connects the matrix with itself:

r_hh = r_ee*,

r_eh = r_he*.

Write A = r_ee and B = r_he. For one channel,

r(0) = [[A, B*], [B, A*]].

The zero-mode model passes this test. At E = 0 it has A = 0 and B = e^{−2iφ}. For an incident hole, b = −κ/(iΓ), so u_out = −i(κ/ħv)b = κ²/(ħvΓ) = e^{2iφ}, which is B*.

### Flux conservation completes the argument

In a stationary state the total probability in any region is constant, so the net quasiparticle flux into the region is zero. Draw the region around the junction and deep into the superconductor. In a gapped superconductor the solutions at E = 0 decay and carry no flux at large depth. All incoming flux must leave through the lead:

|c|² = |a|² for every a, hence r†r = 1.

The columns of r(0) are (A, B) and (B*, A*). Their normalization and orthogonality give

|A|² + |B|² = 1,

A*B* + B*A* = 2A*B* = 0.

At least one of A and B is zero, and the other then has modulus one. Thus R_he(0) = |B|² is 0 or 1.

The second condition carries the result. An incident electron and an incident hole must produce orthogonal outgoing states. Particle-hole symmetry makes the two terms in their overlap equal, so they add instead of cancelling. The overlap can vanish only if one kind of reflection is absent.

The determinant labels the two cases:

det r(0) = |A|² − |B|² = +1 for electron reflection, −1 for hole reflection.

At E ≠ 0 the symmetry connects two different matrices, r(E) and r(−E), and the argument gives no such restriction. The zero-mode model shows this directly, since R_he falls smoothly with energy.

### A stage with two spin channels

A spin-conserving singlet junction shows why the channel count matters. An electron with spin up returns as an electron with spin up or as a hole made from the spin-down band. In the basis (electron up, hole down), take

r₁ = [[cos θ, −sin θ], [sin θ, cos θ]].

This is unitary for any θ. Particle-hole symmetry does not restrict r₁ by itself. It fixes the other block, in the basis (electron down, hole up):

r₂ = [[cos θ, sin θ], [−sin θ, cos θ]].

For example, the upper right element of r₂ is the conjugate of the lower left element of r₁. Each spin has Andreev probability sin²θ, which can take any value from 0 to 1. There is no conflict with the theorem, because this lead has two electron channels.

For N channels, A and B are N × N matrices. The off-diagonal block of r†r = 1 is A†B* + B†A* = 0, whose conjugate is

AᵀB + BᵀA = 0.

So AᵀB is antisymmetric. For N = 1 an antisymmetric matrix is the number zero, which is the theorem. For N = 2 it can have nonzero off-diagonal elements. In the singlet example A = cos θ times the unit matrix and B = [[0, −sin θ], [sin θ, 0]], so AᵀB is indeed antisymmetric.

### From probability to conductance

An incident electron brings one unit of electron charge towards the superconductor. A reflected electron carries one unit back, while a reflected hole moving away adds one unit to the transfer. The net transfer per incident electron is

F(E) = 1 − R_ee(E) + R_he(E).

Let a voltage V raise the electron occupation of the lead to f(E − eV), where f is the Fermi function. A hole mode at E is occupied when the electron state at −E is empty, which has probability 1 − f(−E − eV) = f(E + eV). The symmetry of r gives R_hh(E) = R_ee(−E) and R_eh(E) = R_he(−E), so an incident hole transfers −F(−E).

Each mode delivers 1/h particles per unit energy and time. The factor ½ in H prevents double counting. The part of the current due to particles from the lead is

I_lead = (e/2h) ∫ dE [F(E) f(E − eV) − F(−E) f(E + eV)].

In the second term replace E by −E and use f(−E + eV) = 1 − f(E − eV). This gives

I_lead = (e/2h) ∫ dE F(E) [2f(E − eV) − 1].

Particles that come out of the grounded superconductor contribute an amount independent of V when the scattering matrix is held fixed, and the total current is zero at V = 0. Subtracting the equilibrium value leaves

I = (e/h) ∫ dE F(E) [f(E − eV) − f(E)].

The sign of I is chosen positive when electrons flow into the superconductor. Differentiation at V = 0 gives

G = (e²/h) ∫ dE [−f′(E)] F(E).

A voltage dependence of the scattering matrix would not alter this linear response, because it would multiply an occupation difference that vanishes at V = 0. As the temperature goes to zero, −f′ becomes a delta function at E = 0. There R_ee = 1 − R_he, so F(0) = 2R_he(0) and

G = (2e²/h) R_he(0).

The factor 2 is the charge 2e absorbed by the superconductor in each Andreev reflection. It is not a count of two spin channels.

## Second half: which value occurs, and what a device changes

The symbols carried over are these. r(E) is the reflection matrix in the basis (electron, hole), with probabilities R_ee and R_he. For one channel and a gapped superconductor, det r(0) = ±1 and R_he(0) = 0 or 1. A single zero mode gives R_he = Γ²/(E² + Γ²), where Γ is the half width. The conductance is G = (e²/h)∫(−f′)(1 − R_ee + R_he)dE. The Nambu Hamiltonian is 𝓗 = [[h, D], [D†, −h*]].

### When the value can switch

A continuous change of r(0) cannot take its determinant from +1 to −1. To see when continuity fails, regard r(0) as the solution of linear matching equations between waves in the lead, the junction and the superconductor. While the gap stays open, the decaying waves vary continuously with the parameters. The solution then does so too, unless the equations without an incoming wave acquire a nonzero solution. Flux conservation forbids such a solution to have an outgoing wave. It is a zero-energy bound state decoupled from the open channel.

A switch therefore requires either a closing gap or a decoupled zero mode.

### The Rashba wire

A specific wire shows the gap closing. Take

h(k) = ξ + αkσy + Vσx, with ξ = ħ²k²/2m − μ,

and D = iΔσy. Here V is the Zeeman energy, α the Rashba strength, Δ > 0 the induced pairing and μ the chemical potential. The hole block is −h*(−k). Conjugation reverses σy and the argument reverses k, so this block is −(ξ + αkσy + Vσx). With Pauli matrices τ acting on electron and hole components,

𝓗 = (ξ + αkσy + Vσx)τz − Δσyτy.

To find the energies, square this expression and write q = αk. The first term squared is ξ² + q² + V² + 2ξ(qσy + Vσx), and the second squared is Δ². Among the cross terms, ξτz and qσyτz anticommute with σyτy and cancel. The product σxτz commutes with σyτy, because two signs cancel, and it contributes

−2VΔ σxσyτzτy = −2VΔ (iσz)(−iτx) = −2VΔσzτx.

With S = ξ² + q² + V² + Δ²,

𝓗² = S + K, K = 2ξqσy + 2ξVσx − 2VΔσzτx.

The three terms of K anticommute with one another, so K² = 4(ξ²q² + ξ²V² + V²Δ²). Therefore

E² = S ± 2√(ξ²q² + ξ²V² + V²Δ²).

The product of the two values of E² is

S² − 4(ξ²q² + ξ²V² + V²Δ²) = (ξ² + Δ² − V² − q²)² + 4q²Δ².

The equality follows from S² = (ξ² + Δ² − V² − q²)² + 4(ξ² + Δ²)(V² + q²). For nonzero α and Δ, a zero requires k = 0. There ξ = −μ, and the gap closes at

V² = Δ² + μ².

A single channel at a gapped superconductor has R_he(0) = 0 or 1, and in the Rashba wire the gap closes, so that the value can switch, at V² = Δ² + μ². It remains to find which side of this boundary reflects holes, and what temperature, finite length and loss change in a PbTe wire.
